# One-loop Z1 = Z2 and its failure under a shifted-momentum cutoff

## Question

I am trying to verify $Z_1=Z_2$ in QED from the one-loop diagrams, in Feynman gauge with a small photon mass. After introducing Feynman parameters I have two integrals that look nothing alike: the self-energy has a logarithm weighted by $z$, the vertex has one weighted by $1-z$, and the rational terms differ too. I am told that integration by parts makes them cancel, but I cannot find the right step.

To avoid Pauli-Villars fields I also tried cutting off the Euclidean loop momentum at $\Lambda$ after the usual shift. The divergences cancel, but a constant is left over. A colleague who cuts off the photon momentum instead finds no leftover. Have I made an algebra mistake, or does the cutoff really break the identity?

## Answer

Your leftover can be real. To see this, keep the constants that accompany the logarithms, and record which momentum is being cut.

### What has to cancel

I use $\hbar=c=1$, metric $(+,-,-,-)$, electron mass $m$ and photon mass $M$, with $i\epsilon$ understood. The physical photon mass is $M=\mu>0$, an infrared regulator held fixed as $\Lambda\to\infty$.

The propagator is $i/(\not p-m_0-\Sigma)$, with $m_0$ the bare mass. Its residue gives $Z_2=1+\Sigma'$ at order $\alpha$, where $\Sigma'=d\Sigma/d\not p$ at $\not p=m$. The vertex at zero momentum transfer defines $Z_1^{-1}=1+\delta F_1$, so $Z_1=1-\delta F_1$. Hence

$$Z_2-Z_1=\Sigma'+\delta F_1 .$$

Let $k$ be the electron momentum in the loop and $k-p$ the photon momentum. In $-i\Sigma$ the vertices and propagators supply $(-ie)^2(i)(-i)=-e^2$. In the vertex correction they supply $(-ie)^2(i)^2(-i)=-ie^2$. Therefore

$$\Sigma=-ie^2\!\int\!\frac{d^4k}{(2\pi)^4}\frac{\gamma^\nu(\not k+m)\gamma_\nu}{(k^2-m^2)[(k-p)^2-M^2]},$$

$$\delta\Gamma^\mu=-ie^2\!\int\!\frac{d^4k}{(2\pi)^4}\frac{\gamma^\nu(\not k+m)\gamma^\mu(\not k+m)\gamma_\nu}{(k^2-m^2)^2[(k-p)^2-M^2]} .$$

### Feynman parameters

With $A=k^2-m^2$ and $B=(k-p)^2-M^2$, use

$$\frac1{AB}=\int_0^1\!\frac{dz}{[(1-z)A+zB]^2},\qquad \frac1{A^2B}=\int_0^1\!\frac{2(1-z)\,dz}{[(1-z)A+zB]^3}.$$

The second follows from the first by applying $-\partial/\partial A$. Completing the square with $k=\ell+zp$ gives $(1-z)A+zB=\ell^2-\Delta$, where

$$\Delta=(1-z)m^2+zM^2-z(1-z)p^2\;\xrightarrow{p^2=m^2}\;(1-z)^2m^2+zM^2 .$$

For now the cutoff region is a ball in Euclidean $\ell$, so odd powers of $\ell$ vanish and $\ell^\alpha\ell^\beta\to g^{\alpha\beta}\ell^2/4$.

**Self-energy numerator.** Since $\gamma^\nu\not k\gamma_\nu=-2\not k$ and $\gamma^\nu\gamma_\nu=4$, it is $4m-2\not k\to4m-2z\not p$.

**Vertex numerator.** The four-dimensional contraction identities give

$$-2\not k\gamma^\mu\not k+8mk^\mu-2m^2\gamma^\mu .$$

- The part quadratic in $\ell$ is $-\tfrac12\ell^2\gamma_\alpha\gamma^\mu\gamma^\alpha=\ell^2\gamma^\mu$.
- Between on-shell spinors, $-2z^2\not p\gamma^\mu\not p\to-2z^2m^2\gamma^\mu$.
- Taking $\{\not p,\gamma^\mu\}=2p^\mu$ between the same spinors gives $p^\mu\to m\gamma^\mu$, so $8mzp^\mu\to8zm^2\gamma^\mu$.

The total is $\gamma^\mu[\ell^2-2m^2(1-4z+z^2)]$.

Now rotate $\ell^0=i\ell_4$ and put $r=\ell_E^2$, so that $\ell^2=-r$ and $d^4\ell/(2\pi)^4\to i\,r\,dr/(16\pi^2)$. The prefactor becomes $(-ie^2)(i)/(16\pi^2)=\alpha/(4\pi)$. In the vertex, the minus signs of the numerator and of the cubed denominator cancel. The radial integrals up to $r=\Lambda^2$, for $\Lambda^2\gg\Delta$, are

$$\int\!\frac{r\,dr}{(r+\Delta)^2}\to L-1,\quad \int\!\frac{r^2dr}{(r+\Delta)^3}\to L-\frac32,\quad \int\!\frac{r\,dr}{(r+\Delta)^3}\to\frac1{2\Delta},$$

with $L=\ln(\Lambda^2/\Delta)$. The different constants, $-1$ and $-3/2$, will matter. Thus

$$\Sigma=\frac{\alpha}{2\pi}\int_0^1\!dz\,(2m-z\not p)(L-1).$$

To differentiate, use $p^2=\not p^2$, so $d\Delta/d\not p=-2z(1-z)\not p$ and $dL/d\not p=2z(1-z)\not p/\Delta$. On shell,

$$\Sigma'=\frac{\alpha}{2\pi}\int_0^1\!dz\left[-z(L-1)+\frac{2z(1-z)(2-z)m^2}{\Delta}\right],$$

$$\delta F_1=\frac{\alpha}{2\pi}\int_0^1\!dz\,(1-z)\left[L-\frac32+\frac{(1-4z+z^2)m^2}{\Delta}\right].$$

### The integration by parts

Add the two, leaving aside $\ln(\Lambda^2/m^2)$ and the constants. The logarithms combine with weight $z-(1-z)=-(1-2z)$. The rational terms combine as

$$(1-z)\left[2z(2-z)+1-4z+z^2\right]=(1-z)(1-z^2)=(1-z)^2(1+z).$$

So the quantity needed is

$$H(M)=\int_0^1\!dz\left[-(1-2z)\ln\frac{\Delta}{m^2}+\frac{(1-z)^2(1+z)m^2}{\Delta}\right].$$

The step you are missing is to read $1-2z$ as the derivative of $z(1-z)$:

$$-\int_0^1\!(1-2z)\ln\frac{\Delta}{m^2}\,dz=-\left[z(1-z)\ln\frac{\Delta}{m^2}\right]_0^1+\int_0^1\!z(1-z)\frac{1}{\Delta}\frac{d\Delta}{dz}\,dz .$$

The boundary term vanishes because $\Delta$ is $m^2$ at one end and $M^2>0$ at the other. Next, $d\Delta/dz=M^2-2(1-z)m^2$. Eliminating $M$ through $zM^2=\Delta-(1-z)^2m^2$,

$$z\frac{d\Delta}{dz}=\Delta-(1-z)^2m^2-2z(1-z)m^2=\Delta-(1-z)(1+z)m^2 .$$

Multiplied by $(1-z)/\Delta$, this is $(1-z)-(1-z)^2(1+z)m^2/\Delta$. Its second term cancels the rational term in $H$, leaving

$$H(M)=\int_0^1(1-z)\,dz=\frac12\quad\text{for every }M>0 .$$

### Pauli-Villars: the identity holds

Pauli-Villars regularization subtracts the same diagrams with photon mass $\Lambda$. The subtracted integrals converge, so shifting the momentum is legitimate. The terms $-1$ and $-3/2$ do not depend on $M$ and drop out, as does the auxiliary radial cutoff. What remains is

$$Z_2-Z_1=\frac{\alpha}{2\pi}\left[H(\mu)-H(\Lambda)\right]=\frac{\alpha}{2\pi}\left[\frac12-\frac12\right]=0 .$$

This holds at order $\alpha$ for any regulator mass $\Lambda$, not just a large one.

### Your cutoff: a constant survives

With a ball in $\ell$ there is no subtraction. The terms in $\ln(\Lambda^2/m^2)$ cancel, since $\int(1-2z)\,dz=0$, but the constants do not:

$$\int_0^1\!z\,dz-\frac32\int_0^1(1-z)\,dz=\frac12-\frac34=-\frac14 .$$

Adding $H(\mu)=\frac12$,

$$Z_2-Z_1\to\frac{\alpha}{2\pi}\left(\frac12-\frac14\right)=\frac{\alpha}{8\pi}\qquad(\Lambda\to\infty).$$

So $\alpha/(8\pi)$ is the leftover that correct algebra gives. Finding it is not a complete check, because an error common to both constants, such as $L$ and $L-\frac12$ in place of $L-1$ and $L-\frac32$, cancels in the sum.

### Why your colleague finds zero

Suppose the cut is placed on $\kappa=(k-p)+sp$. Then $s=0$ cuts the photon momentum and $s=1$ the electron momentum. In terms of $\kappa$,

$$\ell=\kappa+a,\qquad a=(1-s-z)p .$$

The term $-2\not\ell$ in the self-energy numerator no longer integrates to zero. Take $p$ Euclidean first and continue the result afterwards. Expanding in $a$, the zeroth-order term is odd and vanishes. The first-order term is a total derivative, so Gauss's theorem turns it into an integral over the sphere $|\kappa|=\Lambda$, with unit normal $n$:

$$\int_{|\kappa|<\Lambda}\!d^4\kappa\,\frac{\ell^\alpha}{(\ell^2+\Delta)^2}\to\oint\Lambda^3d\Omega\,(a\cdot n)\frac{\Lambda n^\alpha}{\Lambda^4}=\frac{2\pi^2}{4}a^\alpha=\frac{\pi^2}{2}a^\alpha .$$

Higher orders vanish as $\Lambda\to\infty$. So do the changes in the logarithmically divergent integrals, including the vertex.

For the normalization, $\int d^4\ell_E/(\ell_E^2+\Delta)^2=\pi^2(L-1)$ went with the numerator $2m-z\not p$, which is half the original one. The extra numerator is therefore $-\not\ell$, and it adds $-\not a/2$ to the $z$ integrand of $\Sigma$, in units of $\alpha/2\pi$. The slope changes by

$$-\frac12\int_0^1(1-s-z)\,dz=\frac s2-\frac14 .$$

Added to the earlier $\frac14$, this gives

$$Z_2-Z_1\to\frac{\alpha}{2\pi}\,\frac s2=\frac{s\,\alpha}{4\pi}.$$

The photon cutoff gives zero and the electron cutoff gives $\alpha/(4\pi)$. Your cutoff has $a=0$, which means $s=1-z$. Its average over $z$ is $\frac12$, which reproduces $\alpha/(8\pi)$.

The zero at $s=0$ has a direct explanation. With the photon momentum as integration variable, $p$ enters through the electron propagator $S=(\not k-m)^{-1}$ alone, and the integration region does not depend on $p$. Then $\partial S/\partial p_\mu=-S\gamma^\mu S$ gives $\partial\Sigma/\partial p_\mu=-\delta\Gamma^\mu$ under the integral. For $s\ne0$ the allowed photon region moves with $p$, and its boundary contributes. This argument protects the identity at zero momentum transfer. It does not show that a photon-momentum cutoff respects gauge invariance elsewhere.

### Numbers

Take $\mu=0.1\,m$ and $\Lambda=1000\,m$. In units of $\alpha/(2\pi)=1.16141\times10^{-3}$:

| Regulator | $\Sigma'$ | $\delta F_1$ | Sum |
|---|---:|---:|---:|
| Pauli-Villars | $-4.1089$ | $4.1089$ | $0$ |
| Cutoff on $\ell$ | $-3.8589$ | $4.1089$ | $0.2500$ |

The second row gives $Z_2-Z_1=0.2500\times1.16141\times10^{-3}=2.904\times10^{-4}$. Raising the cutoff does not remove the mismatch: the sum is $0.2475$ at $\Lambda=10\,m$ and $0.249975$ at $100\,m$.

The numerical check also integrates the original diagrams in four Euclidean dimensions, without Feynman parameters. It uses photon mass $1.5\,m$, which keeps the poles off the rotated contour in the on-shell cases. For $s=0.1,\,0.5,\,1$ the sums are $0.050,\,0.250,\,0.500$, as $s/2$ requires. The case $s=0$ was run off shell, at rest-frame energy $0.8\,m$, and gives zero to the printed accuracy.

### What the mismatch would mean

Apart from photon-field renormalization, which is common to all charges, the charge seen at zero momentum transfer is multiplied by $Z_2(1+\delta F_1)=1+(Z_2-Z_1)$ at this order. For a point fermion of charge $Qe$ both diagrams carry $Q^2$, so with your cutoff the factor is $1+Q^2\delta$, where $\delta=\alpha/(8\pi)$.

One fermion of charge $+2$ and two of charge $-1$ would then have net charge

$$2(1+4\delta)-2(1+\delta)=6\delta=1.742\times10^{-3}$$

in units of $e$, although their bare charges add to zero. The mismatch is a constant times $\gamma^\mu$, so a finite vertex counterterm $-Q^2\delta\,\gamma^\mu$, relative to the tree vertex, removes it at this order. If you keep the $\ell$ cutoff, you must restore the identity by hand, with this counterterm or an equivalent one; with Pauli-Villars, none is needed for this identity.

## Values computed for the example and the checks

```
alpha = 0.007297353
alpha/(2 pi) = 1.1614097e-03
electron mass m = 1 (unit of mass and momentum)
photon mass mu = 0.10 m, Lambda = 1000 m
Integral of log and rational terms, by photon mass M:
  M =    0.01 m: 0.50000000
  M =    0.10 m: 0.50000000
  M =    1.50 m: 0.50000000
  M = 1000.00 m: 0.50000000
Pauli-Villars, units alpha/(2 pi):
  slope = -4.108856, F1 = 4.108856
  |slope + F1| below 1e-8: True
  Z2 - 1 = -4.772065e-03
  Z1 - 1 = -4.772065e-03
Shifted-momentum cutoff, slope + F1, units alpha/(2 pi):
  Lambda =     10 m: 0.247509
  Lambda =    100 m: 0.249975
  Lambda =   1000 m: 0.250000
At the largest Lambda, units alpha/(2 pi):
  slope = -3.858855, F1 = 4.108855
  Z2 - 1 = -4.481711e-03
  Z1 - 1 = -4.772064e-03
  Z2 - Z1 = 2.903527e-04
  alpha/(8 pi) = 2.903524e-04
Direct 4D integration, M = 1.5 m, Lambda = 1000 m
  s, P/m, slope, F1, sum (units alpha/(2 pi)):
  0.0  0.8  -6.09303  6.09303  -0.00000
  0.1  1.0  -5.98912  6.03912  0.05000
  0.5  1.0  -5.78912  6.03912  0.25000
  1.0  1.0  -5.53912  6.03912  0.50000
Direct, s = 1, regulator photon mass 4 m:
  sum before subtraction = 0.50000
  |sum after subtraction| below 1e-4: True
Charge factor for |Q| = 1, shifted cutoff: 1.0002904
Charge factor for |Q| = 2, shifted cutoff: 1.0011614
Net charge of one +2 and two -1: 1.74212e-03 e
```
